# Electronic entropy and heat capacity with an Einstein phonon, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Electrons in a normal metal couple to Einstein phonons of energy $\omega$. The density of states is $N$ per atom and per spin, constant across a band that extends from $-W$ to $W$ about the chemical potential, with $W\gg\omega,T$. Units are $\hbar=k_B=1$. The coupling term scatters an electron from $k$ to $k'$ with conserved spin while one phonon is emitted or absorbed. Its mean squared matrix element, summed over phonon branches, is $g^2$, and

$$\lambda=\frac{2Ng^2}{\omega}.$$

Near $T=0$ the electronic heat capacity is $(1+\lambda)$ times the bare one. The task is to find what replaces this factor at finite temperature.

1. Find the free energy to second order in the coupling, and separate the electronic part from the part that belongs to the phonons.
2. Find closed forms for $A(T)$ and $B(T)$ in $S/S_0=1+\lambda A$ and $C/C_0=1+\lambda B$, where $S_0$ and $C_0$ are the bare electronic values.
3. Express the entropy through the electron self-energy. Find the first temperature correction to $A$ and $B$ at low $T$, and its origin.
4. Find how $A$ and $B$ vanish at high $T$. Can $B$ stay positive at all temperatures?
5. Is the result restricted to small $\lambda$?
6. Evaluate the curves for $\lambda=0.8$, $\omega=20$ meV, $N=0.5$ states/(eV atom spin) and three phonon branches per atom. These are round model parameters.

## Solution

### 1. The free energy

**Second-order formula.** Let $V$ be the coupling, and let $a,b$ label eigenstates of the uncoupled system, with energies $E_a$ (measured with $-\mu$ per electron) and probabilities $p_a$. The first-order term vanishes because $V$ changes the phonon number. The second-order term in $\ln Z$ is

$$\frac{\beta}{2}\int_0^\beta d\tau\,\langle V(\tau)V(0)\rangle=\frac{\beta}{2}\sum_{ab}p_a|V_{ab}|^2\,\frac{e^{\beta(E_a-E_b)}-1}{E_a-E_b},\qquad \beta=\frac1T .$$

Since $p_ae^{\beta(E_a-E_b)}=p_b$, multiplication by $-T$ gives

$$F_2=\frac12\sum_{ab}|V_{ab}|^2\frac{p_a-p_b}{E_a-E_b}=\sum_{ab}p_a\frac{|V_{ab}|^2}{E_a-E_b}.$$

The last form follows by exchanging the labels in the $p_b$ term; its sums are principal values. This is the change of the grand potential at fixed $\mu$. To this order it equals the change of free energy at fixed electron number, and in the symmetric band $\mu$ does not move with $T$.

An electron moves from an occupied state $\varepsilon$ to an empty state $\varepsilon'$. Write $f=f(\varepsilon)$, $f'=f(\varepsilon')$ for the Fermi functions, $n=1/(e^{\omega/T}-1)$ and $x=\varepsilon-\varepsilon'$. Emission has weight $n+1$ and energy difference $x-\omega$; absorption has weight $n$ and difference $x+\omega$. Two spins give the prefactor $2N^2g^2=\lambda N\omega$ per atom:

$$F_2=\lambda N\omega\,P\!\!\int\!\!\int d\varepsilon\,d\varepsilon'\,f(1-f')\left[\frac{n+1}{x-\omega}+\frac{n}{x+\omega}\right].$$

**The phonon part.** The terms proportional to $n$ are $n\,\lambda N\omega J$, with

$$J=P\!\!\int\!\!\int f(1-f')\frac{2x}{x^2-\omega^2}=P\!\!\int\!\!\int (f-f')\frac{x}{x^2-\omega^2}.$$

The second form averages the first with its copy under $\varepsilon\leftrightarrow\varepsilon'$, which reverses $x$ and leaves $f(1-f')-f'(1-f)=f-f'$. At fixed $x$,

$$\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon-x)]=-x$$

at every temperature, because shifting a step of unit height by $x$ changes its area by $x$. Hence $J$ depends on the band width but not on $T$, up to corrections that vanish as $W\to\infty$. A shift $\delta\omega$ of a phonon energy changes the thermal phonon free energy by $n\,\delta\omega$, so these terms are a temperature-independent shift, summed over branches. They belong to the phonon entropy, and from here on $\omega$ denotes the shifted phonon energy.

**The electronic part.** What remains is

$$F_e=\lambda N\omega\,P\!\!\int\!\!\int\frac{f(1-f')}{x-\omega}.$$

Inserting the Fermi functions shows that

$$f(\varepsilon)[1-f(\varepsilon-x)]=\frac{f(\varepsilon-x)-f(\varepsilon)}{e^{x/T}-1},$$

so the integral over $\varepsilon$ at fixed $x$ is $x\,n(x)$, where $n(x)=1/(e^{x/T}-1)$ for either sign of $x$. For $x=-u<0$ this equals $u[1+n(u)]$. The term without $n(u)$ is a constant, and the rest is

$$F_e=\text{const}+\lambda N\omega\,P\!\!\int_0^\infty\! du\,u\,n(u)\left[\frac1{u-\omega}-\frac1{u+\omega}\right]$$

$$\phantom{F_e}=\text{const}+2\lambda N\omega^2\,P\!\!\int_0^\infty\! du\,\frac{u\,n(u)}{u^2-\omega^2}.$$

### 2. Closed forms

**The integral.** For $\mathrm{Re}\,z>0$ consider

$$I(z)=\int_0^\infty\frac{t\,dt}{(t^2+z^2)(e^{2\pi t}-1)}.$$

Use $t/(t^2+z^2)=\int_0^\infty ds\,e^{-zs}\sin ts$, and expand $1/(e^{2\pi t}-1)=\sum_{m\ge1}e^{-2\pi mt}$. The $t$ integral becomes

$$\sum_{m\ge1}\frac{s}{s^2+4\pi^2m^2}=\frac14\coth\frac s2-\frac1{2s}=\frac12\left[\frac1{1-e^{-s}}-\frac1s\right]-\frac14 .$$

The digamma function and the logarithm have the standard representations

$$\psi(z)=\int_0^\infty\! ds\left[\frac{e^{-s}}s-\frac{e^{-zs}}{1-e^{-s}}\right],\qquad \ln z=\int_0^\infty\! ds\,\frac{e^{-s}-e^{-zs}}s .$$

Therefore

$$I(z)=\frac12[\ln z-\psi(z)]-\frac1{4z}.$$

Let $z\to iy$ from the right half-plane and take the real part. The left side becomes a principal value. On the right, $1/(4iy)$ is imaginary and drops out. Also $\psi(iy)=\psi(1+iy)-1/(iy)$, so the two digamma functions have the same real part. With $u=2\pi Tt$ and

$$y=\frac{\omega}{2\pi T}$$

the result is

$$F_e=\text{const}+\lambda N\omega^2\left[\ln y-\mathrm{Re}\,\psi(1+iy)\right].$$

**Entropy.** Let $\psi_1=\psi'$, $\psi_2=\psi''$, and abbreviate $I_1=\mathrm{Im}\,\psi_1(1+iy)$ and $R_2=\mathrm{Re}\,\psi_2(1+iy)$. Then $\frac{d}{dy}\mathrm{Re}\,\psi(1+iy)=\mathrm{Re}[i\psi_1]=-I_1$, and $dy/dT=-y/T$. So

$$S_e=-\frac{dF_e}{dT}=\frac{\lambda N\omega^2y}{T}\left[\frac1y+I_1\right]=4\pi^2\lambda NT\,y^2[1+yI_1],$$

where $\omega^2=4\pi^2T^2y^2$ was used. The bare heat capacity is

$$C_0=2N\int d\varepsilon\,\varepsilon\frac{\partial f}{\partial T}=\frac{2N}{T}\int d\varepsilon\,\varepsilon^2\left(-\frac{\partial f}{\partial\varepsilon}\right)=\frac{2\pi^2}{3}NT .$$

It is linear in $T$, so $S_0=C_0$. Division of $S_e$ by $\lambda S_0$ gives

$$\boxed{A=6y^2\left[1+y\,\mathrm{Im}\,\psi_1(1+iy)\right]}$$

**Heat capacity.** Since $S_e\propto TA$ and $C_e=T\,dS_e/dT$, we have $B=d(TA)/dT=A-y\,dA/dy$. With $dI_1/dy=\mathrm{Im}[i\psi_2]=R_2$,

$$y\frac{dA}{dy}=12y^2(1+yI_1)+6y^3(I_1+yR_2),$$

and subtraction from $A$ gives

$$\boxed{B=-6y^2\left[1+2y\,\mathrm{Im}\,\psi_1(1+iy)+y^2\,\mathrm{Re}\,\psi_2(1+iy)\right]}$$

Both functions depend on $T/\omega$ alone. The numerical check compares $A$ with an explicit sum over electron pairs in a finite band, extrapolated in the band width. At $T=0.4\,\omega$ the sum gives 0.6682 and the closed form 0.6683.

### 3. The self-energy and the low-temperature rise

**Entropy from the self-energy.** In $F_e$ write $f(1-f')=f-ff'$. The term linear in $f$ contains $P\int d\varepsilon'/(x-\omega)$, which vanishes near the Fermi level as $W\to\infty$, so it leaves no temperature dependence in that limit. In the other term, averaging over $\varepsilon\leftrightarrow\varepsilon'$ replaces $1/(x-\omega)$ by $\omega/(x^2-\omega^2)$:

$$F_e=\text{const}-\lambda N\omega^2P\!\!\int\!\!\int\frac{ff'}{x^2-\omega^2}.$$

The real part of the second-order self-energy is

$$\Sigma(\varepsilon)=Ng^2P\!\!\int d\varepsilon'\left[\frac{n+1-f'}{x-\omega}+\frac{n+f'}{x+\omega}\right]=-\lambda\omega^2P\!\!\int d\varepsilon'\,\frac{f'}{x^2-\omega^2}.$$

The terms $n+1$ and $n$ integrate to zero in a wide band, and $Ng^2=\lambda\omega/2$. When $F_e$ is differentiated with respect to $T$, the two Fermi functions contribute equally, so $dF_e/dT=2N\int d\varepsilon\,\Sigma\,\partial f/\partial T$. With $\partial f/\partial T=(\varepsilon/T)(-\partial f/\partial\varepsilon)$, and the bare entropy added,

$$S=\frac{2N}{T}\int d\varepsilon\;\varepsilon\,[\varepsilon-\Sigma(\varepsilon,T)]\left(-\frac{\partial f}{\partial\varepsilon}\right).$$

The entropy therefore samples the self-energy over a thermal window a few $T$ wide. Dividing the $\Sigma$ term by $\lambda S_0$,

$$A=\frac{3}{\pi^2T^2}\int d\varepsilon\;\varepsilon\left(-\frac{\Sigma}{\lambda}\right)\left(-\frac{\partial f}{\partial\varepsilon}\right).$$

**Zero-temperature self-energy.** With $f'=1$ for $\varepsilon'<0$ and zero otherwise,

$$\Sigma(\varepsilon,0)=-\lambda\omega^2P\!\!\int_\varepsilon^\infty\!\frac{dx}{x^2-\omega^2}=-\frac{\lambda\omega}2\ln\left|\frac{\omega+\varepsilon}{\omega-\varepsilon}\right| .$$

For small $\varepsilon$ this is $-\lambda(\varepsilon+\varepsilon^3/3\omega^2+\dots)$. The ratio $-\Sigma/\lambda\varepsilon$ starts at 1 and grows towards the logarithmic singularity at $\varepsilon=\omega$, where the quasiparticle dispersion has its kink. It is 1.10 at $\varepsilon=0.5\,\omega$ and has fallen to 0.27 at $\varepsilon=2\,\omega$.

**Thermal change of the self-energy.** The Sommerfeld expansion of $\int d\varepsilon' f'G(\varepsilon')$ has the correction $(\pi^2T^2/6)\,G'(0)$. Here $G=1/[(\varepsilon-\varepsilon')^2-\omega^2]$, so $G'(0)=2\varepsilon/(\varepsilon^2-\omega^2)^2\approx2\varepsilon/\omega^4$, and

$$\Sigma(\varepsilon,T)-\Sigma(\varepsilon,0)\approx-\lambda\varepsilon\,\frac{\pi^2T^2}{3\omega^2}.$$

At low $T$ the slope at the Fermi level becomes steeper. It peaks at about $1.2\,\lambda$ near $T=0.26\,\omega$ and falls below its zero-temperature value above $0.44\,\omega$.

**Collecting terms.** The averages of $\varepsilon^2$ and $\varepsilon^4$ with weight $-\partial f/\partial\varepsilon$ are $\pi^2T^2/3$ and $7\pi^4T^4/15$. Hence

$$A=1+\left[\frac{7\pi^2}{15}+\frac{\pi^2}{3}\right]\frac{T^2}{\omega^2}+\dots=1+\frac{4\pi^2}5\frac{T^2}{\omega^2}+\dots$$

The first term in the bracket comes from the thermal window reaching up the zero-temperature curve towards the kink, the second from the steeper slope. From $B=d(TA)/dT$,

$$B=1+\frac{12\pi^2}5\frac{T^2}{\omega^2}+\dots$$

Both enhancements rise above their zero-temperature value, and the heat capacity does so with three times the coefficient. The $T^2$ terms are accurate only up to about $T=0.05\,\omega$: at $0.1\,\omega$ they give 1.079 and 1.237, against the exact 1.114 and 1.388. The free energy gives the same result without the self-energy. For $T\ll\omega$ expand $1/(u^2-\omega^2)=-(1+u^2/\omega^2+\dots)/\omega^2$ and use $\int_0^\infty u\,n\,du=\pi^2T^2/6$ and $\int_0^\infty u^3n\,du=\pi^4T^4/15$:

$$F_e=\text{const}-\lambda N\left[\frac{\pi^2T^2}{3}+\frac{2\pi^4T^4}{15\,\omega^2}+\dots\right].$$

Then $S_e=\lambda N[2\pi^2T/3+8\pi^4T^3/(15\omega^2)]$, and division by $\lambda S_0$ again gives $1+(4\pi^2/5)T^2/\omega^2$.

### 4. High temperature and the change of sign

For small $y$, $\psi_1(1+iy)=\zeta(2)-2i\zeta(3)y+\dots$, so $I_1\approx-2\zeta(3)y$ and

$$A\approx6y^2-12\zeta(3)y^4,\qquad B=A-y\frac{dA}{dy}\approx-6y^2+36\zeta(3)y^4 .$$

With $y=\omega/2\pi T$ the leading terms are

$$A\to\frac{3}{2\pi^2}\frac{\omega^2}{T^2},\qquad B\to-\frac{3}{2\pi^2}\frac{\omega^2}{T^2}.$$

Most electrons in the thermal window now have $|\varepsilon|\gg\omega$. For them the zero-temperature self-energy is approximately $-\lambda\omega^2/\varepsilon$, which is small compared with $\varepsilon$, and the enhancement is lost. This estimate gives the correct power but not the factor: inserting $-\varepsilon\Sigma/\lambda=\omega^2$ in the integral for $A$ gives $3\omega^2/\pi^2T^2$, twice the true tail. The thermal smearing of $\Sigma$ removes the other half.

The heat-capacity enhancement thus vanishes from below. A sum rule shows why it cannot stay positive. Since $B=d(TA)/dT$,

$$\int_0^\infty B\,dT=\left[TA\right]_0^\infty=0,$$

because $TA\to0$ as $T\to0$ and $TA\propto1/T$ as $T\to\infty$. The extra entropy gained at low temperature has to be given back, and while it is given back the electronic heat capacity lies below the bare value. Two relations between the curves follow:

- The extra entropy, proportional to $TA$, is largest where $B=0$.
- At the maximum of $A$, $dA/dT=0$ and therefore $B=A$.

To second order in the coupling and for a wide band, we now have closed forms for $A(T)$ and $B(T)$: both rise above 1 at low $T$ and vanish as $\omega^2/T^2$ at high $T$, $B$ from below. It remains to ask whether the result is restricted to small $\lambda$, and to evaluate the curves for the model parameters.

Numbers in the example were calculated in double precision.
